**Structure-factor tail and island perimeter**

For sharp-edged, separate islands averaged over orientation, the program tests S(q) → 2P/q³, where S is the structure factor per unit substrate area, q the in-plane wave number and P the total island perimeter per unit substrate area. It asserts that the polygon edge formula agrees with direct area quadrature, and that the regularised transform of r agrees with numerical integration. Further assertions cover the oscillations of triangles, squares and discs, the effect of a size spread, and the q⁻² and q⁻⁴ laws at fixed orientation. A pixel map of 130 random triangles then gives P = 0.936 µm⁻¹ from the tail and 0.933 µm⁻¹ from the short-distance correlation, against 0.9335 µm⁻¹ from the sum of sides. The fitted exponent of S is −3.007. The blur factor, the pixel-noise floor and the roughness spectrum are also asserted. The output shows that oxide roughness in a height map would be 0.49 to 6.2 times the island tail across the band used.

## Program and output

```python
# Result under test: for sharp-edged, separate islands averaged over orientation,
#   S(q) = |integral of chi exp(-i q.r) d2r|^2 / A  ->  2 P / q^3,
# chi = 1 on islands and 0 elsewhere, A = substrate area,
# P = total island perimeter / A, q = in-plane wave number.
# Example: triangular MoS2 monolayer islands on amorphous SiO2 (rough values).
import numpy as np
from scipy.integrate import simpson
from scipy.ndimage import gaussian_filter
from scipy.special import j0, j1

rng = np.random.default_rng(12)


def amplitude(vertices, qx, qy):
    """Transform of a polygon (counterclockwise vertices) from its edges."""
    total = 0
    for start, end in zip(vertices, np.roll(vertices, -1, axis=0)):
        dx, dy = end - start
        mx, my = (start + end) / 2
        half_phase = (qx * dx + qy * dy) / 2
        total = total + ((qx * dy - qy * dx) * np.sinc(half_phase / np.pi)
                         * np.exp(-1j * (qx * mx + qy * my)))
    return 1j * total / (qx**2 + qy**2)


def angular_mean_power(vertices, q, n_angles=4096):
    angle = 2 * np.pi * (np.arange(n_angles) + 0.5) / n_angles
    f = amplitude(vertices, q * np.cos(angle), q * np.sin(angle))
    return np.mean(np.abs(f)**2)


# Unit-side shapes
triangle = np.array([[0, 0], [1, 0], [0.5, np.sqrt(3) / 2]])
square = np.array([[0, 0], [1, 0], [1, 1], [0, 1]], dtype=float)

# Edge formula against direct area quadrature over the triangle
node, weight = np.polynomial.legendre.leggauss(40)
node, weight = (node + 1) / 2, weight / 2
u, v = np.meshgrid(node, node, indexing="ij")
side1, side2 = triangle[1], triangle[2]
px = u * ((1 - v) * side1[0] + v * side2[0])
py = u * ((1 - v) * side1[1] + v * side2[1])
area_weight = np.outer(weight, weight) * u * np.sqrt(3) / 2
direct = np.sum(area_weight * np.exp(-1j * (7.3 * px + 4.1 * py)))
assert abs(direct - amplitude(triangle, 7.3, 4.1)) < 1e-10

# Regularised two-dimensional transform of r, at q = 1
eps = 0.05
r = np.linspace(0, 800, 400001)
transform = 2 * np.pi * simpson(r**2 * np.exp(-eps * r) * j0(r), x=r)
closed = 2 * np.pi * (2 * eps**2 - 1) / (1 + eps**2)**2.5
assert abs(transform - closed) < 1e-5
assert abs(transform / (-2 * np.pi) - 1) < 0.02  # remainder of order eps^2

# Triangle: tail and its first oscillating correction
x = np.linspace(60, 120, 241)
tri_ratio = np.array([angular_mean_power(triangle, k) * k**3 / 6 for k in x])
tri_correction = -4 / np.sqrt(3) * np.sin(np.sqrt(3) / 2 * x) / x
rms_before = np.sqrt(np.mean((tri_ratio - 1)**2))
rms_after = np.sqrt(np.mean((tri_ratio - 1 - tri_correction)**2))
assert rms_before < 0.05
assert rms_after < 0.3 * rms_before

# Square: leading-order oscillation 1 - cos(q a); remainder falls as q^(-1/2)
square_low, square_high = [angular_mean_power(square, k) * k**3 / 8
                           for k in (200 * np.pi, 201 * np.pi)]
assert abs(square_low) < 0.06 and abs(square_high - 2) < 0.06

# Squares with a spread of sides: oscillation averages out
sides = 0.8 + 0.4 * (np.arange(400) + 0.5) / 400
spread_power = sum(angular_mean_power(a * square, 600.0) for a in sides)
spread_ratio = spread_power * 600.0**3 / (2 * np.sum(4 * sides))
assert abs(spread_ratio - 1) < 0.02

# Disc of unit radius: 1 - sin(2 q R)
k = np.linspace(200, 210, 501)
disc_ratio = (2 * np.pi * j1(k) / k)**2 * k**3 / (4 * np.pi)
assert np.max(np.abs(disc_ratio - 1 + np.sin(2 * k))) < 0.01

# One fixed orientation: exponents along an edge normal and in a generic direction


def fixed_exponent(angle):
    means = []
    for factor in (1, 10):
        kk = factor * np.linspace(1000, 3000, 40001)
        f = amplitude(triangle, kk * np.cos(angle), kk * np.sin(angle))
        means.append(np.mean(np.abs(f)**2))
    return np.log10(means[1] / means[0])


normal_exponent = fixed_exponent(-np.pi / 2)
generic_exponent = fixed_exponent(-np.pi / 2 + np.radians(17))
assert abs(normal_exponent + 2) < 0.02
assert abs(generic_exponent + 4) < 0.02

# Island map: lengths in nm, periodic field, separate triangles
n_pix, pixel, n_islands, gap = 2048, 10.0, 130, 100.0
field = n_pix * pixel
island_side = np.sort(rng.uniform(800, 1200, n_islands))[::-1]
outer_radius = island_side / np.sqrt(3)
centres = np.empty((0, 2))
attempts = 0
while len(centres) < n_islands:
    attempts += 1
    assert attempts < 200000, "placement failed"
    trial = rng.uniform(0, field, 2)
    d = centres - trial
    d -= field * np.round(d / field)
    m = len(centres)
    if np.all(np.hypot(d[:, 0], d[:, 1])
              > outer_radius[:m] + outer_radius[m] + gap):
        centres = np.vstack([centres, trial])

chi = np.zeros((n_pix, n_pix))
for centre, a in zip(centres, island_side):
    turn = rng.uniform(0, 2 * np.pi)
    base = np.floor(centre / pixel).astype(int)
    reach = np.arange(-72, 73)
    ix, iy = base[0] + reach, base[1] + reach
    dx = (ix * pixel - centre[0])[:, None]
    dy = (iy * pixel - centre[1])[None, :]
    inside = np.ones((len(reach), len(reach)), dtype=bool)
    for j in range(3):
        t = turn + 2 * np.pi * j / 3
        inside &= dx * np.cos(t) + dy * np.sin(t) <= a / (2 * np.sqrt(3))
    chi[np.ix_(ix % n_pix, iy % n_pix)] += inside
assert chi.max() == 1

P_true = 3 * island_side.sum() / field**2
coverage = chi.mean()


def spectrum(image):
    return np.abs(np.fft.fft2(image))**2 * pixel**2 / n_pix**2


freq = 2 * np.pi * np.fft.fftfreq(n_pix, pixel)
q = np.hypot(freq[:, None], freq[None, :])
q_low, q_high = 0.02, 0.05
band = (q >= q_low) & (q < q_high)
S = spectrum(chi)
P_tail = np.mean(q[band]**3 * S[band]) / 2
assert abs(P_tail / P_true - 1) < 0.03

edges = np.geomspace(q_low, q_high, 7)
bin_q, bin_S, bin_P = [], [], []
for lo, hi in zip(edges[:-1], edges[1:]):
    sel = (q >= lo) & (q < hi)
    bin_q.append(np.exp(np.mean(np.log(q[sel]))))
    bin_S.append(np.mean(S[sel]))
    bin_P.append(np.mean(q[sel]**3 * S[sel]) / 2)
exponent = np.polyfit(np.log(bin_q), np.log(bin_S), 1)[0]
assert abs(exponent + 3) < 0.1

# Perimeter from the short-distance slope of the correlation function
corr = np.fft.ifft2(S).real / pixel**2
lag = np.fft.fftfreq(n_pix) * field
dist = np.hypot(lag[:, None], lag[None, :])
near = (dist > 0) & (dist < 95)
slope_fit = np.polyfit(dist[near], (coverage - corr[near]) / dist[near], 1)
P_corr = np.pi * slope_fit[1]
assert abs(P_corr / P_true - 1) < 0.03

# Triangle relation between perimeter, coverage and size
size_relation = 4 * np.sqrt(3) * island_side.mean() / np.mean(island_side**2)
assert abs(P_tail / coverage / size_relation - 1) < 0.04

# Blur factor, tested by filtering the map in real space
test_blur = 20.0
S_blur = spectrum(gaussian_filter(chi, test_blur / pixel, mode="wrap"))
blur_ratio = S_blur[band].sum() / np.sum(S[band] * np.exp(-(q[band] * test_blur)**2))
assert abs(blur_ratio - 1) < 0.01

# Neglected effects for the example (rough typical inputs)
ends = np.array([q_low, q_high])
tail_ends = 2 * P_true / ends**3
probe_blur = 3.0
blur_loss = 1 - np.exp(-(ends * probe_blur)**2)
noise_rms = 0.05
noise_floor = noise_rms**2 * pixel**2
S_noise = spectrum(rng.normal(0, noise_rms, chi.shape))
assert abs(S_noise[band].mean() / noise_floor - 1) < 0.03

height, rough_rms, rough_length = 0.65, 0.2, 20.0
rough_ends = (np.pi * rough_rms**2 * rough_length**2
              * np.exp(-(ends * rough_length)**2 / 4))
rr = np.linspace(0, 200, 20001)
for qe, value in zip(ends, rough_ends):
    hankel = 2 * np.pi * simpson(
        rr * rough_rms**2 * np.exp(-(rr / rough_length)**2) * j0(qe * rr), x=rr)
    assert abs(hankel / value - 1) < 1e-6
height_tail = height**2 * tail_ends

cell = 2 * np.pi / pixel * np.arange(-50, 51)
alias = np.array([np.sum(np.hypot(cell[:, None] + qe, cell[None, :])**-3.0)
                  * qe**3 - 1 for qe in ends])
wave_amp, wave_period = 4.0, 200.0
s = np.linspace(0, wave_period, 2001)
wave_slope = (2 * np.pi * wave_amp / wave_period
              * np.cos(2 * np.pi * s / wave_period))
wave_excess = simpson(np.sqrt(1 + wave_slope**2), x=s) / wave_period - 1
mismatch = np.mean(chi != np.roll(chi, (n_pix // 2, n_pix // 2), axis=(0, 1)))
seam = 2 * mismatch / field / P_true

print(f"Regularised transform of r, divided by -2 pi (eps=0.05, q=1): "
      f"{transform / (-2 * np.pi):.4f}")
print(f"Triangle, qa 60-120: rms deviation from tail: {rms_before:.4f}")
print(f"Triangle, same after oscillating correction: {rms_after:.4f}")
print(f"Square / tail at qa = 200 pi: {square_low:.3f}")
print(f"Square / tail at qa = 201 pi: {square_high:.3f}")
print(f"Squares with sides spread +-20 %, / tail: {spread_ratio:.4f}")
print(f"Fixed triangle, exponent along edge normal: {normal_exponent:.3f}")
print(f"Fixed triangle, exponent 17 deg off normal: {generic_exponent:.3f}")
print(f"Field width: {field / 1000:.2f} um; pixel: {pixel:.0f} nm")
print(f"Islands: {n_islands}; smallest allowed gap: {gap:.0f} nm")
print(f"Mean side: {island_side.mean():.1f} nm")
print(f"Mean square side: {np.mean(island_side**2):.4e} nm^2")
print(f"Total perimeter: {3 * island_side.sum() / 1000:.2f} um")
print(f"Coverage: {coverage:.4f}")
print(f"P from sum of sides: {P_true:.4e} nm^-1 = {P_true * 1000:.4f} um^-1")
print(f"Band used: {q_low} to {q_high} nm^-1")
for bq, bs, bp in zip(bin_q, bin_S, bin_P):
    print(f"  q = {bq:.4f} nm^-1: S = {bs:.2f} nm^2, "
          f"q^3 S/2 = {bp * 1000:.4f} um^-1")
print(f"P from tail: {P_tail:.4e} nm^-1 = {P_tail * 1000:.4f} um^-1")
print(f"P from tail, error: {100 * (P_tail / P_true - 1):.2f} %")
print(f"P from correlation slope: {P_corr * 1000:.4f} um^-1")
print(f"Fitted exponent of S: {exponent:.3f}")
print(f"P/coverage from tail: {P_tail / coverage * 1000:.3f} um^-1")
print(f"P/coverage from side moments: {size_relation * 1000:.3f} um^-1")
print(f"Blur test (20 nm), measured / predicted: {blur_ratio:.4f}")
print("Neglected effects, at lower and upper end of band:")
print(f"  ideal tail S: {tail_ends[0]:.1f}, {tail_ends[1]:.2f} nm^2")
print(f"  probe blur {probe_blur:.0f} nm rms, loss: "
      f"{100 * blur_loss[0]:.2f}, {100 * blur_loss[1]:.2f} %")
print(f"  pixel noise {noise_rms} of contrast, floor: {noise_floor:.3f} nm^2")
print(f"  noise floor / tail: {100 * noise_floor / tail_ends[0]:.2f}, "
      f"{100 * noise_floor / tail_ends[1]:.2f} %")
print(f"  aliasing / tail: {100 * alias[0]:.3f}, {100 * alias[1]:.3f} %")
print(f"  height map, island height {height} nm, tail: "
      f"{height_tail[0]:.1f}, {height_tail[1]:.2f} nm^4")
print(f"  oxide roughness {rough_rms} nm rms, length {rough_length:.0f} nm: "
      f"{rough_ends[0]:.1f}, {rough_ends[1]:.1f} nm^4")
print(f"  roughness / island tail: {rough_ends[0] / height_tail[0]:.2f}, "
      f"{rough_ends[1] / height_tail[1]:.2f}")
print(f"Wavy edge ({wave_amp:.0f} nm amplitude, {wave_period:.0f} nm period), "
      f"extra length: {100 * wave_excess:.2f} %")
print(f"Mismatch fraction across a non-periodic seam: {mismatch:.4f}")
print(f"Seam length / island perimeter: {100 * seam:.2f} %")
print("tests ok")
```

It prints:

```
Regularised transform of r, divided by -2 pi (eps=0.05, q=1): 0.9888
Triangle, qa 60-120: rms deviation from tail: 0.0199
Triangle, same after oscillating correction: 0.0022
Square / tail at qa = 200 pi: 0.022
Square / tail at qa = 201 pi: 1.978
Squares with sides spread +-20 %, / tail: 1.0047
Fixed triangle, exponent along edge normal: -2.000
Fixed triangle, exponent 17 deg off normal: -3.998
Field width: 20.48 um; pixel: 10 nm
Islands: 130; smallest allowed gap: 100 nm
Mean side: 1003.9 nm
Mean square side: 1.0232e+06 nm^2
Total perimeter: 391.53 um
Coverage: 0.1373
P from sum of sides: 9.3348e-04 nm^-1 = 0.9335 um^-1
Band used: 0.02 to 0.05 nm^-1
  q = 0.0217 nm^-1: S = 187.05 nm^2, q^3 S/2 = 0.9436 um^-1
  q = 0.0252 nm^-1: S = 117.45 nm^2, q^3 S/2 = 0.9339 um^-1
  q = 0.0294 nm^-1: S = 73.82 nm^2, q^3 S/2 = 0.9325 um^-1
  q = 0.0343 nm^-1: S = 47.15 nm^2, q^3 S/2 = 0.9390 um^-1
  q = 0.0399 nm^-1: S = 29.67 nm^2, q^3 S/2 = 0.9369 um^-1
  q = 0.0465 nm^-1: S = 18.74 nm^2, q^3 S/2 = 0.9342 um^-1
P from tail: 9.3603e-04 nm^-1 = 0.9360 um^-1
P from tail, error: 0.27 %
P from correlation slope: 0.9331 um^-1
Fitted exponent of S: -3.007
P/coverage from tail: 6.816 um^-1
P/coverage from side moments: 6.798 um^-1
Blur test (20 nm), measured / predicted: 1.0001
Neglected effects, at lower and upper end of band:
  ideal tail S: 233.4, 14.94 nm^2
  probe blur 3 nm rms, loss: 0.36, 2.22 %
  pixel noise 0.05 of contrast, floor: 0.250 nm^2
  noise floor / tail: 0.11, 1.67 %
  aliasing / tail: 0.029, 0.453 %
  height map, island height 0.65 nm, tail: 98.6, 6.31 nm^4
  oxide roughness 0.2 nm rms, length 20 nm: 48.3, 39.1 nm^4
  roughness / island tail: 0.49, 6.20
Wavy edge (4 nm amplitude, 200 nm period), extra length: 0.39 %
Mismatch fraction across a non-periodic seam: 0.2440
Seam length / island perimeter: 2.55 %
tests ok
```
